# A separable model self-energy operator for s states and its extrapolation error, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Units are $\hbar=c=m=1$, $e^2=4\pi\alpha$, $\zeta=Z\alpha$. The nucleus is a point of infinite mass with potential $U=-\zeta/r$. The scaled radius is $t=\zeta r$, and "scaled units" measure length in $1/\zeta$ and energy in $\zeta^2$, so that the Schrödinger Hamiltonian is $H=p^2/2-1/t$ with $E_n=-1/2n^2$. The Dirac–Coulomb $ns$ state $\psi_n$ has energy $\varepsilon_n$ and real radial components $(P_n,Q_n)$, with $\int(P_n^2+Q_n^2)\,dt=1$ and $P_n>0$ near the origin. The nonrelativistic radial function is $R_n(t)$, with $R_n(0)=2n^{-3/2}>0$. This sign choice fixes the signs of all off-diagonal elements.

The self-energy $\Sigma(\varepsilon)$ depends on the energy of the state. Only its real part is kept. The reference matrix and its dimensionless form $F$ are

$$\Sigma_{ik}=\tfrac12\langle\psi_i|\Sigma(\varepsilon_i)+\Sigma(\varepsilon_k)|\psi_k\rangle=\frac{\alpha}{\pi}\,\zeta^4\,\frac{F_{ik}}{(n_in_k)^{3/2}} .\tag{1}$$

The symmetric average is the form that second-order perturbation theory gives. Let $W$ couple the states without photons to one-photon states $m$, and transform $H_0+W$ with $e^{G}(\cdot)e^{-G}$. The choice $G_{ab}=W_{ab}/(E_a-E_b)$ makes $[G,H_0]=-W$, the first-order coupling cancels, and the second-order terms $[G,W]+\tfrac12[G,[G,H_0]]$ add to $\tfrac12[G,W]$. Its elements are $\tfrac12\sum_mW_{im}W_{mk}[(E_i-E_m)^{-1}+(E_k-E_m)^{-1}]$, which is (1).

The model operator, fitted to the states $n=1,\dots,N$, is

$$h=V+\sum_{i,k=1}^N|\phi_i\rangle B_{ik}\langle\phi_k|,\qquad V=A\,e^{-t/\zeta},\qquad \phi_i\propto\tfrac12\left[1-(-1)^{n_i}\beta\right]e^{-2t}\psi_i .\tag{2}$$

The range of $V$ is the reduced Compton wavelength, since $t/\zeta=r$, and $A$ is fixed by $V_{11}=\Sigma_{11}$. The factor with $\beta$ keeps the large component for odd $n_i$ and the small component for even $n_i$. The $\phi_i$ are scaled to unit norm. The overlap matrix is $S_{ik}=\langle\phi_i|\psi_k\rangle$, row index for the projector and column index for the state; it is not symmetric.

The reference matrix is computed here at order $\alpha\zeta^4$. Terms of relative order $\zeta$ are omitted, as are vacuum polarization, recoil and nuclear size. Comparing $\langle h\rangle_n$ with $\Sigma_{nn}$ for $n>N$ therefore measures the error of the model against its own level of theory, and the five decimals quoted for $F$, like the digits of the shifts in meV and cm$^{-1}$, serve that comparison only. The program and its output follow this section.

## The reference matrix

### Photons below a cutoff

Choose $K$ with $\zeta^2\ll K\ll1$. For photon energies $k<K$ the electron is nonrelativistic. The product $kr$ is small only for $k\ll\zeta$, but the dipole form of the energy shift holds up to $K$: the factors $e^{\pm i\mathbf k\cdot\mathbf r}$ only add $\mathbf k\cdot\mathbf p+k^2/2$ to $H$ in the energy denominators, which are corrections of relative order $\zeta$ and $K$ beside the photon energy $k$. In Coulomb gauge the coupling is $-e\,\mathbf p\cdot\mathbf A$. The mode density gives $4\pi\alpha\cdot4\pi k^2dk/[(2\pi)^32k]=(\alpha/\pi)\,k\,dk$, and the two transverse polarizations average $\delta_{jl}-\hat k_j\hat k_l$ to $\tfrac23\delta_{jl}$. With $\Delta_i=E_m-E_i$ each intermediate electron state contributes $(2\alpha/3\pi)\,\mathbf p_{im}\cdot\mathbf p_{mk}$ times the principal value

$$\int_0^K\frac{-k\,dk}{\Delta+k}=\int_0^K\left(-1+\frac{\Delta}{\Delta+k}\right)dk=-K+\Delta\ln\left|1+\frac K\Delta\right| .\tag{3}$$

By closure the term $-K$ gives the operator $-(2\alpha K/3\pi)p^2$. A free electron has the same term, and it equals the change $-\delta m\,p^2/2$ of the kinetic energy for $\delta m=4\alpha K/3\pi$. It is absorbed in the mass, on and off the diagonal alike.

For an s state $\nabla_j\psi=R'\,\hat r_j/\sqrt{4\pi}$, and $\hat r_j/\sqrt{4\pi}$ is $1/\sqrt3$ times a normalized real $l=1$ harmonic. The three components give $3\cdot\tfrac13=1$, so in scaled units $\mathbf p_{im}\cdot\mathbf p_{mk}\to D_{mi}D_{mk}$ with $D_{mi}=\int R^{(p)}_mR_i'\,t^2dt$, and $m$ runs over radial p states.

The coefficient of $\ln K$ follows from a double commutator. Since $[H,p_j]=i\partial_jU$, one has $[p_j,[H,p_j]]=\nabla^2U$, and expanding the left side gives $2p_jHp_j-p^2H-Hp^2$. Between states $i$ and $k$ this is $\sum_m\mathbf p_{im}\cdot\mathbf p_{mk}(2E_m-E_i-E_k)$. With $\nabla^2U=4\pi\delta^3$ in scaled units,

$$\tfrac12\sum_mD_{mi}D_{mk}(\Delta_i+\Delta_k)=2\pi\,\frac{R_i(0)R_k(0)}{4\pi}=\frac{2}{(n_in_k)^{3/2}} .\tag{4}$$

Only the symmetric average has this contact form; with $\Delta_i$ alone there would remain $\tfrac12(E_k-E_i)\langle p^2\rangle_{ik}$. For $K\gg\zeta^2|\Delta|$ the logarithm is $\ln(2K/\zeta^2)-\ln|2\Delta|$ with $\Delta$ scaled, and two powers of momentum and one of energy supply $\zeta^4$:

$$\Sigma^{<}_{ik}=\frac{4\alpha}{3\pi}\frac{\zeta^4}{(n_in_k)^{3/2}}\left[\ln\frac{2K}{\zeta^2}-L_{ik}\right],$$

$$L_{ik}=\frac{(n_in_k)^{3/2}}{4}\sum_mD_{mi}D_{mk}\left[\Delta_i\ln|2\Delta_i|+\Delta_k\ln|2\Delta_k|\right].\tag{5}$$

The diagonal $L_{nn}$ is the Bethe logarithm, the factor 2 converting to Rydberg units.

### Photons above the cutoff

For $k>K$ one interaction with the potential suffices, and the electron is described by the form factors $F_1,F_2$. The one input taken from outside this section is the renormalized one-loop vertex with photon mass $\mu$. With $w=1-z$ and $\mathcal D=w^2+\mu^2z$,

$$F_1-1=\frac\alpha{2\pi}\int\left[\ln\frac{\mathcal D}{\mathcal D-q^2xy}+\frac{1-4z+z^2+q^2(1-x)(1-y)}{\mathcal D-q^2xy}-\frac{1-4z+z^2}{\mathcal D}\right],$$

$$F_2(0)=\frac\alpha{2\pi}\int\frac{2zw}{\mathcal D},$$

where $\int$ is over $x,y,z\ge0$ with $x+y+z=1$. Differentiate at $q^2=0$ and use $\int_0^wxy\,dx=w^3/6$, $\int_0^w(1-x)(1-y)\,dx=w-w^2+w^3/6$ and $1-4z+z^2=w^2+2w-2$:

$$F_1'(0)=\frac\alpha{2\pi}\int_0^1dw\left[\frac{w-w^2+w^3/3}{\mathcal D}+\frac{(w^2+2w-2)w^3}{6\mathcal D^2}\right].$$

For $\mu\ll1$, $\mathcal D$ may be replaced by $w^2+\mu^2$ in the two singular terms and by $w^2$ elsewhere, with an error of order $\mu$. Then $\int w/\mathcal D=\ln(1/\mu)$ and $\int w^3/\mathcal D^2=\ln(1/\mu)-\tfrac12$, the latter with coefficient $-\tfrac13$. The regular terms give $-1+\tfrac16+\int(w+2)/6=-1+\tfrac16+\tfrac5{12}$. The sum is $\tfrac23\ln(1/\mu)-1+\tfrac16+\tfrac5{12}+\tfrac16=\tfrac23[\ln(1/\mu)-\tfrac38]$, so $F_1'(0)=(\alpha/3\pi)[\ln(1/\mu)-\tfrac38]$. Likewise $F_2(0)=(\alpha/2\pi)\int_0^12(1-w)\,dw=\alpha/2\pi$.

In a static field $q^2=-\mathbf q^2$, and $-\mathbf q^2U(\mathbf q)$ is the transform of $\nabla^2U$, so $F_1$ adds $F_1'(0)\nabla^2U$. For $F_2$ the vertex $\tfrac12F_2\,i\sigma^{0j}q_j$ equals $\tfrac12F_2\,\boldsymbol\alpha\cdot\mathbf q$, because $\sigma^{0j}=i\alpha^j$ and $q_j=-q^j$. With $\bar u'=u'^\dagger\beta$, $u=(\chi,\tfrac12\boldsymbol\sigma\cdot\mathbf p\,\chi)$ and $\mathbf q=\mathbf p'-\mathbf p$,

$$u'^\dagger\beta\,\boldsymbol\alpha\cdot\mathbf q\,u=\tfrac12\chi'^\dagger\left[\boldsymbol\sigma\cdot\mathbf q\;\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p'\;\boldsymbol\sigma\cdot\mathbf q\right]\chi=\chi'^\dagger\left[-\tfrac12\mathbf q^2+i\boldsymbol\sigma\cdot\mathbf q\times\mathbf p\right]\chi .$$

The second term is spin–orbit coupling and vanishes between s states. The first adds $\tfrac14F_2\nabla^2U=(\alpha/3\pi)\tfrac38\nabla^2U$, which cancels the $-\tfrac38$. The form factors thus give $(\alpha/3\pi)\ln(1/\mu)\,\langle\nabla^2U\rangle$.

This expression still contains the massive photons with $k<K$, which must be subtracted. The photon mass is chosen in the range $\zeta^2\ll\mu\ll K$, so that $\Delta\ll\omega$ for the atomic excitation energies and the expansion in $\Delta/\omega$ used next is allowed; $\mu$ cancels in the result. In Feynman gauge, with $\omega^2=k^2+\mu^2$, they contribute $(\alpha/\pi)k^2dk/\omega$ times the angular average of $|\mathbf p_{mi}|^2-|\mathbf k\cdot\mathbf r_{mi}|^2$ times $-1/(\Delta+\omega)=-1/\omega+\Delta/\omega^2-\Delta^2/\omega^3+\Delta^3/\omega^4-\dots$. The part linear in $U$ comes from $\Delta/\omega^2$ in the spatial term and from $\Delta^3/\omega^4$ in the scalar term, where $|\Delta\,\mathbf r_{mi}|=|\mathbf p_{mi}|$. For the lower powers of $\Delta$ the scalar term must be kept as the full $|\langle m|e^{i\mathbf k\cdot\mathbf r}|i\rangle|^2$, including $m=i$, since the dipole part alone would leave $\langle r^2\rangle$. With $e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}=H+\mathbf k\cdot\mathbf p+k^2/2$, closure and the angular average give the operators $1$, $k^2/2$ and $k^2p^2/3+k^4/4$ for $\Delta^0$, $\Delta^1$ and $\Delta^2$, on and off the diagonal, and the $-1/\omega$ spatial term gives $p^2$. These are state-independent constants or $p^2$, that is, mass renormalization. The weight is $\Delta\,|\mathbf p|^2\omega^{-2}(1-k^2/3\omega^2)$. Off the diagonal the scalar term leads to a sum with $\Delta_i^3+\Delta_k^3$, which (9) below shows to be equal to (4). Relative to the prefactor $2\alpha/3\pi$, and with $k=\mu\sinh\theta$, $\theta_K=\ln(2K/\mu)$ for $K\gg\mu$,

$$\tfrac32\int_0^{\theta_K}\left(\tanh^2\theta-\tfrac13\tanh^4\theta\right)d\theta=\tfrac32\left[(\theta_K-1)-\tfrac13\left(\theta_K-\tfrac43\right)\right]=\ln\frac{2K}\mu-\frac56 .$$

Subtraction leaves $(\alpha/3\pi)\langle\nabla^2U\rangle[\ln(1/2K)+\tfrac56]$ with $\langle\nabla^2U\rangle_{ik}=4\zeta^4/(n_in_k)^{3/2}$. Adding (5) removes $K$:

$$F_{ik}=\tfrac43\left[\ln\zeta^{-2}+\tfrac56-L_{ik}\right].\tag{6}$$

The program tests the three constants by quadrature at small finite photon mass and finds $-0.37500$, $1.00000$ and $-0.833333$.

### Closed form of the matrix elements

With $E=-\kappa^2/2$ and $\nu=1/\kappa$, the substitution $R^{(p)}=t\,e^{-\kappa t}f(2\kappa t)$ turns the $l=1$ radial equation into Kummer's equation, and the regular solution is $R^{(p)}=C\,t\,e^{-\kappa t}M(2-\nu,4,2\kappa t)$. Write $b=1/n$, $R_n=e^{-bt}\sum c_jt^j$ from $R_n=2n^{-3/2}e^{-bt}M(1-n,2,2bt)$, and $R_n'=e^{-bt}\sum_jd_jt^j$ with $d_j=(j+1)c_{j+1}-bc_j$. Integrating the series of $M$ term by term,

$$\int_0^\infty t^{3+j}e^{-(b+\kappa)t}M(2-\nu,4,2\kappa t)\,dt=\frac{(3+j)!}{(b+\kappa)^{4+j}}\,{}_2F_1(2-\nu,4+j;4;z),\qquad z=\frac{2\kappa}{b+\kappa}.$$

Euler's transformation ${}_2F_1(a,s;c;z)=(1-z)^{c-a-s}{}_2F_1(c-a,c-s;c;z)$ has here $c-s=-j$, so the new series terminates, and $c-a-s=\nu-2-j$. With $1-z=(b-\kappa)/(b+\kappa)$ the powers combine as $(b+\kappa)^{-4-j}(b+\kappa)^{2+j}(b-\kappa)^{-2-j}$, and

$$D=C\left(\frac{b-\kappa}{b+\kappa}\right)^{\nu}\frac1{(b^2-\kappa^2)^2}\sum_j\frac{d_j\,(3+j)!}{(b-\kappa)^j}\;{}_2F_1\!\left(2+\nu,-j;4;\frac{2\kappa}{b+\kappa}\right).\tag{7}$$

For bound states $\nu=m$ and $M=L^{(3)}_{m-2}/\binom{m+1}3$. The Laguerre integral $\int x^4e^{-x}(L^{(3)}_{m-2})^2dx=2m\,(m+1)m(m-1)$ gives $C^{-2}=(m/2)^5\cdot2m\cdot36/[m(m^2-1)]$, or $C^2=\tfrac49(1-m^{-2})/m^3$. At $m=n$ formula (7) takes the indeterminate form $0/0$ and cannot be evaluated directly. Its terms have finite limits for $b\to1/m$ with $m$ held fixed; letting $\nu=1/\kappa$ vary instead gives a different, wrong limit. Instead, $[H,r_j]=-\partial_j$ gives $D_{mi}=-\Delta_iX_{mi}$ with $X_{mi}=\int R^{(p)}_mR_i\,t^3dt$ finite, so $D=0$ there.

In the continuum $\kappa=-ik$, $\nu=i/k$, and the first factor becomes $\exp[-(2/k)\arctan(nk)]$. The term-by-term integration converges only for $|z|<1$, here $k<b/\sqrt3$. At fixed $k$ the integral converges absolutely and is analytic in $b$ for $\operatorname{Re}b>0$, and so is its form after Euler's transformation, whose branch points lie at $b=\pm ik$; the two agree for large $b$ and hence for all $b>0$. (For bound states $M$ is a polynomial and the identity is one between rational functions of $b$.) At large $t$, $M$ is the sum of two terms that make $tR^{(p)}$ a sinusoid. Each has modulus $\Gamma(4)(2kt)^{-2}e^{-\pi/2k}/|\Gamma(2-i/k)|$, so the amplitude of $tR^{(p)}$ is $3Ce^{-\pi/2k}/(k^2|\Gamma|)$. Normalization per unit energy requires the squared amplitude $2/\pi k$, and $|\Gamma(2-i/k)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$. Hence $C^2=\tfrac49(1+k^2)/(1-e^{-2\pi/k})$.

Two truncation errors arise. Bound states are summed to $m=M_0=4000$, and the last weight is replaced by $\tfrac49/[2(M_0-\tfrac12)^2]$, the midpoint estimate of the remaining $\sum m^{-3}$. What is neglected is of order $M_0^{-4}$. In the continuum $C^2\sim k^3$, $D^2/C^2\sim k^{-8}$, $dE=k\,dk$ and $\Delta\sim k^2$, so the integrand of (5) falls as $k^{-2}\ln k$. In the variable $\ln k$ it decays exponentially at both ends, and composite Gauss–Legendre quadrature over $-14<\ln k<32$ is used. The same tail shows that the step from (3) to (5) has a relative error of order $\zeta/\sqrt K$.

The sum rule (4), scaled to unity, is tested for all pairs up to $n=5$ and holds to $4\times10^{-13}$. The completeness sum $\sum D_{mi}D_{mk}=\langle p^2\rangle_{ik}=2\langle1/t\rangle_{ik}-\delta_{ik}/n_i^2$ is tested against direct quadrature. An independent test diagonalizes the p-wave Hamiltonian in 70 functions $t^2e^{-t/2}L^{(4)}_q(t)$ for $tR^{(p)}$ and sums (3), with cutoff 2 in scaled units, over the pseudo-states. The whole of (3) must be used. It is an integral of resolvents, and the resolvent applied to $tR'$ starts as $t^2$ and is smooth, like the basis; an exponential $e^{-at}$ has Laguerre coefficients falling as $[(a-\tfrac12)/(a+\tfrac12)]^q$. The function $tR'$ itself starts as $t$ and is poorly represented. In the normalization of (5) the two routes agree to $10^{-11}$ for (3), while the bare completeness sum in the basis is off by $6\times10^{-5}$. The same diagonalization tests $D_{nn}=0$.

### The off-diagonal elements depend on convention

Replace $D_{mi}D_{mk}\Delta_i=X_{mi}X_{mk}\Delta_i^2\Delta_k$ by $X_{mi}X_{mk}\Delta_i^3$, the length form. The diagonal is unchanged. With $g(\Delta)=\Delta^2\ln|2\Delta|$ the difference of the symmetrized sums is

$$\tfrac12\sum_mX_{mi}X_{mk}(\Delta_i-\Delta_k)\left[g(\Delta_i)-g(\Delta_k)\right]=(E_k-E_i)Y_{ik}=[Y,H]_{ik},\tag{8}$$

where $Y_{ik}=\tfrac12\sum XX[g(\Delta_i)-g(\Delta_k)]$ is antisymmetric. A term $[Y,H]$ is generated by the unitary map $e^Y$ and shifts no level in first order. The coefficient of $\ln K$ is also unchanged, because

$$\Delta_i^3+\Delta_k^3-\Delta_i\Delta_k(\Delta_i+\Delta_k)=(\Delta_i+\Delta_k)(E_i-E_k)^2,\qquad\sum_mX_{mi}X_{mk}(\Delta_i+\Delta_k)=3\delta_{ik},\tag{9}$$

the second relation being $\langle[r_j,[H,r_j]]\rangle_{ik}$. The program tests the length-form sum rule ($6\times10^{-12}$, with the degenerate $X_{nn}$ from quadrature) and that the two matrices differ: $L_{12},L_{13},L_{23}$ are $2.947571$, $2.948146$, $2.801289$ in velocity form and $3.082127$, $3.112752$, $2.838216$ in length form. The reference below is the velocity form.

## Dirac functions and the integrals of the model

For s states the radial equations in $t$ are

$$P'-\frac Pt=\left(\frac{1+\varepsilon}\zeta+\frac\zeta t\right)Q,\qquad Q'+\frac Qt=\left(\frac{1-\varepsilon}\zeta-\frac\zeta t\right)P .$$

Insert $(P,Q)=t^\gamma e^{-\lambda t}\sum(p_j,q_j)t^j$ with $\zeta^2\lambda^2=1-\varepsilon^2$:

$$(\gamma+j-1)p_j-\zeta q_j=\lambda p_{j-1}+\frac{1+\varepsilon}\zeta q_{j-1},\qquad\zeta p_j+(\gamma+j+1)q_j=\frac{1-\varepsilon}\zeta p_{j-1}+\lambda q_{j-1}.$$

At $j=0$ the determinant must vanish, so $\gamma=\sqrt{1-\zeta^2}$. The second right side is $\eta=\zeta\lambda/(1+\varepsilon)$ times the first, and the left sides obey the same ratio. Termination at $j=n_r=n-1$ requires $q_{n_r}=-\eta p_{n_r}$. Inserting this in the ratio gives $2\eta(\gamma+n_r)=\zeta(1-\eta^2)$, and with $1-\eta^2=2\varepsilon/(1+\varepsilon)$ this is $\varepsilon=\lambda(\gamma+n_r)$. Then $\lambda_n^{-2}=(\gamma+n_r)^2+\zeta^2=n_r^2+2n_r\gamma+1$. The recurrences fix the polynomials. The program writes them as combinations of two Kummer polynomials and tests the result against both differential equations by central differences, and tests orthonormality by quadrature.

Every integral needed has the form $\sum_{jl}p_jp'_l\,\Gamma(2\gamma+1+j+l)/\Lambda^{2\gamma+1+j+l}$, with $\Lambda=\lambda_i+\lambda_k+2$ for $S_{ik}$ (one component only), $\Lambda=2\lambda_i+4$ for the norm of $\phi_i$, and $\Lambda=\lambda_i+\lambda_k+1/\zeta$ for $V_{ik}$ (both components). The last is tested against quadrature. For small $\zeta$ the first radial equation gives $Q\simeq\tfrac\zeta2(P'-P/t)=\tfrac\zeta2\,tR'$, so a small-component projector probes the slope of the wave function and its row of $S$ is of order $\zeta$.

This part has derived the reference matrix $F_{ik}$ at order $\alpha\zeta^4$, shown that its off-diagonal elements depend on convention, and given the Dirac functions and closed-form integrals from which $S$ and $V$ are computed. It remains to solve for the coefficients $B$, predict states outside the fitted set, and analyse the error, with hydrogen-like boron as the example.
